\section*{Leading Finite-Size Energy of a Localized Charge in a Cubic Supercell}

\section{Result and conditions}

A rigid, localized charge density $\rho(\mathbf r)$ of total charge $q$ is placed in a simple cubic supercell of edge $L$ and volume $V=L^3$. A uniform background of density $-q/V$ makes the cell neutral. The host is a linear dielectric, isotropic at long wavelength, with macroscopic dielectric constant $\varepsilon$. The energy per cell then differs from the energy of the same charge alone in an infinite host by
\begin{equation}
\Delta E\equiv E_{\rm per}(L)-E_{\rm iso}
=-\frac{q^2\alpha_M}{2\varepsilon L}+O(L^{-3}),
\qquad \alpha_M\simeq 2.8373 .
\label{eq:main}
\end{equation}
Hartree atomic units are used; since $4\pi\varepsilon_0=1$ in them, the formula has the same form as in Gaussian units.

Once $L$ is large enough for the leading term to dominate, the periodic energy is too low for either sign of $q$, and $+q^2\alpha_M/(2\varepsilon L)$ must be added to it. The constant $\varepsilon$ is the electronic one if the ions are clamped at their positions in the unpolarized host, and the static one if they relax fully around the charge $q$. If the ions are frozen at the geometry relaxed for a different charge, as in a vertical transition, they carry a long-range polarization of their own; the $1/L$ term is then not $q^2/\varepsilon$ with either constant, and it does not vanish for $q=0$. Equation~(\ref{eq:main}) concerns the electrostatic energy at fixed charge. The choice of a band edge as reference for exchanged electrons, and the alignment of potentials that it needs, are separate matters.

\section{Energy of a fixed charge in a linear medium}

Let $\rho_{\mathbf k}=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$, and let $n_{\mathbf k}$ be the induced charge. In a homogeneous linear medium different wavevectors do not couple. Each contributes the Coulomb energy of the total charge and a quadratic cost of polarization,
\begin{equation}
u(n)=\tfrac12 v|\rho_{\mathbf k}+n|^2+\tfrac12 a|n|^2,\qquad v=\frac{4\pi}{k^2},
\label{eq:u}
\end{equation}
where $a(k)>0$ is the stiffness of the medium. The minimum condition $v(\rho_{\mathbf k}+n)+an=0$ gives
\begin{equation}
n=-\frac{v}{v+a}\rho_{\mathbf k},\qquad
\rho_{\mathbf k}+n=\frac{a}{v+a}\rho_{\mathbf k}.
\end{equation}
The dielectric function is the ratio of bare to total charge, $\varepsilon(k)=(v+a)/a=1+v/a$. Inserting the minimum in (\ref{eq:u}),
\begin{equation}
u_{\min}=\frac{va^2+av^2}{2(v+a)^2}|\rho_{\mathbf k}|^2
=\frac{va}{2(v+a)}|\rho_{\mathbf k}|^2
=\frac{2\pi}{k^2}\frac{|\rho_{\mathbf k}|^2}{\varepsilon(k)} .
\label{eq:umin}
\end{equation}
The energy is therefore divided by one power of $\varepsilon$, the cost of polarization included.

In the supercell the wavevectors are the reciprocal vectors $\mathbf G=2\pi\mathbf m/L$, with integer $\mathbf m$. The background has only a $\mathbf G=0$ component; it cancels that of $\rho$ and induces nothing. With $f(\mathbf k)=|\rho_{\mathbf k}|^2/\varepsilon(k)$,
\begin{equation}
E_{\rm per}=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{f(\mathbf G)}{G^2},
\qquad
E_{\rm iso}=2\pi\int\!\frac{d^3k}{(2\pi)^3}\frac{f(\mathbf k)}{k^2}.
\label{eq:energies}
\end{equation}
For spherical $f$ the second expression is $\pi^{-1}\int_0^\infty f\,dk$. The spurious energy is thus the difference between a sum and an integral. Because the cell is neutral, adding a constant to the potential changes no energy; its mean is set to zero below for convenience.

\section{The periodic Green function}

The zero-mean potential of a unit point charge, its images and their background is
\begin{equation}
g(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},
\qquad
\nabla^2g=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{V},
\end{equation}
where $\mathbf R$ runs over the lattice of supercells. The function $w=g-1/r$ is the potential of everything except the central charge. It is regular for $r<L$ and obeys $\nabla^2w=4\pi/V$ there. Since $\nabla^2r^2=6$, the function $w-2\pi r^2/(3V)$ is harmonic and can be expanded in solid harmonics of degree $l$. Inversion symmetry removes odd $l$. Degree $l=2$ is absent because the only quadratic form with cubic symmetry is $r^2$, which is not harmonic. The next degree after $l=0$ is therefore $l=4$. As $w$ has the form $L^{-1}W(\mathbf r/L)$,
\begin{equation}
w(\mathbf r)=-\frac{\alpha_M}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).
\label{eq:w}
\end{equation}
This defines $\alpha_M=-L\,w(0)$, the Madelung constant of the cubic array of point charges in a uniform background.

To evaluate it, write $1=e^{-G^2/4\eta^2}+(1-e^{-G^2/4\eta^2})$ in the sum for $g$, with any $\eta>0$. The function $\mathrm{erfc}(\eta r)/r$ has the Fourier transform $4\pi(1-e^{-k^2/4\eta^2})/k^2$, whose value at $k=0$ is $\pi/\eta^2$. By Poisson summation the second part of $g$ is a lattice sum of this function, minus the $\mathbf G=0$ term $\pi/(V\eta^2)$. At the origin the central term less $1/r$ is $-\mathrm{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Hence
\begin{equation}
-\frac{\alpha_M}{L}=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}{R}
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{V\eta^2}.
\label{eq:ewald}
\end{equation}
The result is $\alpha_M=2.837297$, and it was tested to be independent of $\eta$.

A real-space sum gives the same number. Take $L=1$ and give each point charge its own cube of background. Such a neutral cube has no dipole or quadrupole, so its potential falls as $R^{-5}$ and the sum over cubes converges. The sum differs from $g$ by its mean. For one cube of charge density $\rho_c$, small $k$ gives $\rho_{c,\mathbf k}\simeq-(k^2/6)\int\rho_cr^2d^3r$. The mean is the $k\to0$ limit of $4\pi\rho_{c,\mathbf k}/k^2$,
\begin{equation}
-\frac{2\pi}{3}\int\rho_cr^2\,d^3r=-\frac{2\pi}{3}\left(-\frac14\right)=\frac{\pi}{6},
\end{equation}
because $\int r^2d^3r=3/12$ over the unit cube. Subtracting this mean, and using that $\int d^3r/r$ over a cube of odd edge $m$ is $m^2C$, where $C=2.380077$ is its value for the unit cube,
\begin{equation}
\alpha_M=\lim_{m\to\infty}\Big[m^2C-\sum_{0<|\mathbf R|_\infty\le(m-1)/2}\frac1R\Big]+\frac{\pi}{6}.
\end{equation}
Here $|\mathbf R|_\infty$ is the largest component of $\mathbf R$ in magnitude. For $m=81$ this gives $2.837301$.

The sign and size have a simple origin. Replace the cell by a neutral sphere of equal volume and radius $b=(3/4\pi)^{1/3}L$. A unit charge at its centre has energy $-3/(2b)$ with the background, and the background has self-energy $3/(5b)$. The total is $-9/(10b)$. Neighbouring spheres overlap somewhat, since $2b\approx1.24L$, but their interaction is neglected in this estimate. Equating the total to $-\alpha_M/(2L)$ gives $\alpha_M\approx1.8\,(4\pi/3)^{1/3}=2.90$, about 2\% above the cubic value. The spurious energy is negative because the attraction between the charge and its background outweighs the repulsion within the background.

\section{Constant $\varepsilon$: the $1/L$ and $L^{-3}$ terms}

Let $\varepsilon$ first be independent of $k$. In real space, (\ref{eq:energies}) has the kernel $g/\varepsilon$ for the periodic system and $1/(\varepsilon|\mathbf r-\mathbf r'|)$ for the lone charge. Therefore
\begin{equation}
\Delta E=\frac{1}{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\label{eq:double}
\end{equation}
The expansion (\ref{eq:w}) may be inserted if $\rho$ is confined to a region small compared with $L$. This is where localization enters. With $\mathbf p=\int\rho\,\mathbf r\,d^3r$ and $Q=\int\rho\,r^2d^3r$,
\begin{equation}
\iint\rho\rho'\left(r^2+r'^2-2\mathbf r\cdot\mathbf r'\right)d^3r\,d^3r'=2(qQ-p^2).
\end{equation}
The constant in $w$ contributes $-q^2\alpha_M/(2\varepsilon L)$. The quadratic term contributes $(1/2\varepsilon)(2\pi/3L^3)\,2(qQ-p^2)$, so
\begin{equation}
\Delta E=-\frac{q^2\alpha_M}{2\varepsilon L}
+\frac{2\pi(qQ-p^2)}{3\varepsilon L^3}+O(L^{-5}).
\label{eq:local}
\end{equation}
A shift of origin by $\mathbf b$ changes $Q$ to $Q+2\mathbf b\cdot\mathbf p+b^2q$ and $\mathbf p$ to $\mathbf p+q\mathbf b$. The additions to $qQ$ and $p^2$ are equal, so (\ref{eq:local}) does not depend on the origin. For $q=0$ the $1/L$ term vanishes and a dipole leaves $-2\pi p^2/(3\varepsilon L^3)$.

A density of two Gaussians tests the structure of (\ref{eq:local}). Both have width 1~bohr; they carry charges $1.5$ and $-0.5$, lie $2$~bohr apart, and sit in a medium with $\varepsilon=3$. Then $q=1$, $p=-1$ along the axis and $Q=1$, so $qQ-p^2=0$ and the two parts of the $L^{-3}$ term must cancel. Each part alone would be $2\pi/(9\times12^3)=4.0\times10^{-4}$~hartree in magnitude at $L=12$~bohr. The remainder found is $-5.0\times10^{-5}$~hartree, and it falls by a factor $32.15$ when $L$ doubles, close to the $2^5=32$ of an $L^{-5}$ law. This case checks the relative weight of $qQ$ and $p^2$, but not their common prefactor; for a spherical charge, that prefactor is derived in a second way in the next section.

The charge need not be strictly rigid. At fixed $q$ the leading term does not depend on the shape of $\rho$, so the periodic images act on the shape at order $L^{-3}$. If the isolated density is a stable minimum of its energy, it deforms by $O(L^{-3})$ and the energy gained is $O(L^{-6})$.

\section{Screening that depends on wavelength}

A real medium does not screen at short distances as it does at long ones. To see which $\varepsilon$ enters the leading term, take a spherical $f(k)=f_0+f_2k^2+\dots$ that is even in $k$, analytic near the real axis and decaying at large $k$ (an odd term such as $k^3$ is not smooth in three dimensions and would leave an $L^{-4}$ remainder), and split
\begin{equation}
\frac{f(k)}{k^2}=f_0\frac{e^{-s^2k^2}}{k^2}+h(k),\qquad h(0)=f_2+s^2f_0,
\label{eq:split}
\end{equation}
with an arbitrary length $s$. The function $h$ is smooth. By Poisson summation $V^{-1}\sum_{\mathbf G}h$ over all $\mathbf G$ equals $\int h\,d^3k/(2\pi)^3$ up to terms exponentially small in $L$. The sum in (\ref{eq:energies}) omits $\mathbf G=0$, so $h$ contributes $-2\pi h(0)/V$ to $\Delta E$.

For the Gaussian part use (\ref{eq:ewald}) with $\eta=1/(2s)$. Up to the exponentially small erfc sum,
\begin{equation}
\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-s^2G^2}}{G^2}
=-\frac{\alpha_M}{L}+\frac{1}{s\sqrt\pi}+\frac{4\pi s^2}{V}.
\end{equation}
The corresponding integral is $(2/\pi)\int_0^\infty e^{-s^2k^2}dk=1/(s\sqrt\pi)$ and cancels the middle term. Multiplying by $f_0/2$ and adding the part from $h$,
\begin{equation}
\Delta E=-\frac{f_0\alpha_M}{2L}+\frac{2\pi s^2f_0}{V}-\frac{2\pi(f_2+s^2f_0)}{V}
=-\frac{f_0\alpha_M}{2L}-\frac{2\pi f_2}{L^3},
\label{eq:general}
\end{equation}
up to exponentially small terms. The arbitrary $s$ has dropped out. Since $f_0=q^2/\varepsilon(0)$, the $1/L$ term contains the macroscopic constant alone, and short-range screening first appears at $L^{-3}$.

As a model take a Gaussian charge, $\rho\propto e^{-r^2/2\sigma^2}$, and
\begin{equation}
\frac1{\varepsilon(k)}=1-\frac{1-1/\varepsilon}{1+\lambda^2k^2}.
\label{eq:model}
\end{equation}
This is $1/\varepsilon$ at long wavelength and tends to 1 for $k\lambda\gg1$. Expanding $f=q^2e^{-\sigma^2k^2}/\varepsilon(k)$ to order $k^2$,
\begin{equation}
f_2=q^2\left[-\frac{\sigma^2}{\varepsilon}+\Big(1-\frac1\varepsilon\Big)\lambda^2\right].
\label{eq:f2}
\end{equation}
For $\lambda=0$, $-2\pi f_2=2\pi q^2\sigma^2/\varepsilon$, which agrees with (\ref{eq:local}) because $Q=3q\sigma^2$. The $L^{-3}$ term changes sign at $(\varepsilon-1)\lambda^2=\sigma^2$. In this model its sign therefore cannot be inferred from the size of the charge alone.

\section{A numerical example with $\varepsilon=3$}

Take $q=1$, $\varepsilon=3$ and $\sigma=\lambda=1$~bohr. These are round parameters and stand for no particular material. From (\ref{eq:f2}), $f_2=-1/3+2/3=1/3$, so the $L^{-3}$ coefficient is $-2\pi/3=-2.0944$~hartree\,bohr$^3$. At $L=20$~bohr the leading term is
\begin{equation}
-\frac{2.837297}{2\times3\times20}=-0.023644\ \text{hartree},
\end{equation}
a correction of $+0.643$~eV. The next term is $-2.0944/8000=-0.000262$~hartree. Their sum, $-0.023906$, agrees with the difference of the directly computed energies, $0.115661-0.139567=-0.023906$~hartree. For three cells, in hartree:
\begin{center}
\begin{tabular}{cccc}
$L$ (bohr) & $\Delta E$, direct & $1/L$ term & $L^{-3}$ term\\
20 & $-0.023906$ & $-0.023644$ & $-0.000262$\\
30 & $-0.015840$ & $-0.015763$ & $-0.000078$\\
40 & $-0.011855$ & $-0.011822$ & $-0.000033$
\end{tabular}
\end{center}
Relative to the leading term, the $L^{-3}$ term is 1.1\% at 20~bohr and 0.3\% at 40~bohr. Without correction, the leading error would fall to 0.1~eV only at $L\approx129$~bohr.

The remainder at $L=20$~bohr, $5.6\times10^{-10}$~hartree, can be traced. Divided by $k^2$, (\ref{eq:model}) contains the term $(1-1/\varepsilon)/(k^2+\lambda^{-2})$, which is a Yukawa interaction between images. The Gaussian factor, taken at the pole $k^2=-\lambda^{-2}$, multiplies it by $e^{\sigma^2/\lambda^2}$. The six nearest images give
\begin{equation}
\frac{q^2}{2}\Big(1-\frac1\varepsilon\Big)e^{\sigma^2/\lambda^2}\,\frac{6\,e^{-L/\lambda}}{L}
=\frac{2e\,e^{-20}}{20}=5.6\times10^{-10}\ \text{hartree}.
\end{equation}

\section{A host made of discrete polarizable points}

The derivation so far assumed a homogeneous medium. A crystal also responds on the scale of its own lattice, and a simple atomistic host shows whether $\varepsilon$ keeps its role. Place points of polarizability $\beta$ on a simple cubic lattice of unit spacing, and a unit point charge at the centre of one lattice cube. The dipoles $\mathbf p_i$ minimize
\begin{equation}
U=\sum_i\frac{p_i^2}{2\beta}-\frac12\sum_{ij}\mathbf p_i\cdot T_{ij}\mathbf p_j-\sum_i\mathbf p_i\cdot\mathbf E_i,
\end{equation}
where $T$ is the matrix of second derivatives of $g$ (of $w$ for $i=j$), and $\mathbf E_i$ is the field of the periodic charge. At the minimum $\mathbf p_i/\beta-\sum_jT_{ij}\mathbf p_j=\mathbf E_i$, hence $U=-\frac12\sum_i\mathbf p_i\cdot\mathbf E_i$. Adding the bare term $-\alpha_M/(2L)$ gives the energy up to the self-energy of the point charge, which does not depend on $L$.

The macroscopic constant follows independently. For uniform polarization $P$, (\ref{eq:w}) applied to the unit cell gives the field of the other dipoles at a site as $4\pi P/3$. Then $P=\beta(E+4\pi P/3)$, and with $x=4\pi\beta/3$,
\begin{equation}
\varepsilon=1+\frac{4\pi P}{E}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x},
\end{equation}
the Clausius--Mossotti relation. The choice $x=0.4$, or $\beta=0.0955$, gives $\varepsilon=3$.

At small $k$ the response has terms of even degree in $k$ that may depend on direction. Scaling $\mathbf k=2\pi\mathbf m/L$ in (\ref{eq:energies}) turns them into odd powers of $1/L$. The computed energies of four cells were therefore solved for the coefficients of $L^0$, $L^{-1}$, $L^{-3}$ and $L^{-5}$, and the slope in $1/L$ was equated to $-\alpha_M/(2\varepsilon)$. Cells of 12 to 24 spacings give $\varepsilon=2.99995$, and cells of 6 to 12 spacings give $2.993$. The $1/L$ term is thus governed by the macroscopic constant in this discrete host too.

The deviation from 3 shrinks by more than a factor of 100 when all edges double. An omitted $L^{-7}$ term alone would reduce it by $2^6=64$, so that term by itself does not account for the deviation found with the smaller cells.

\section{Where the formula fails}

If the charge spreads over a length comparable with $L$, the expansion of $w$ in (\ref{eq:double}) is not justified; a carrier in an extended band state is such a case. In an anisotropic host $\varepsilon G^2$ in (\ref{eq:energies}) becomes $\mathbf G\cdot\boldsymbol\varepsilon\cdot\mathbf G$ at long wavelength, and the lattice sum must be evaluated anew for that tensor. A supercell that spans another lattice likewise has, in general, its own constant; for a tetragonal cell with $c=4a$ even the sign is opposite to that of the cube. In a metal $1/\varepsilon(k)$ vanishes as $k\to0$, so $f_0=0$ and the $1/L$ term is absent.

\section*{Computed results}
\begin{verbatim}
alpha_M, Ewald sum: 2.837297
alpha_M, real-space sum of 81^3 cells: 2.837301
integral of 1/r over unit cube: 2.380077
alpha from neutral sphere: 2.9016
Example: q = 1 e, eps = 3, sigma = 1 bohr, lambda = 1 bohr
E_iso = 0.13956693 hartree
f2 = 0.333333 hartree bohr^3
L^-3 coefficient -2 pi f2 = -2.094395 hartree bohr^3
L = 20 bohr: E_per = 0.11566099 hartree
  E_per - E_iso = -0.02390594 hartree
  leading term  = -0.02364415 hartree
  L^-3 term     = -0.00026180 hartree
  remainder     = 5.6e-10 hartree
  leading correction to add = 0.6434 eV
L = 30 bohr: E_per = 0.12372660 hartree
  E_per - E_iso = -0.01584033 hartree
  leading term  = -0.01576276 hartree
  L^-3 term     = -0.00007757 hartree
  remainder     = 1.7e-14 hartree
  leading correction to add = 0.4289 eV
L = 40 bohr: E_per = 0.12771214 hartree
  E_per - E_iso = -0.01185480 hartree
  leading term  = -0.01182207 hartree
  L^-3 term     = -0.00003272 hartree
  remainder     = 1.4e-17 hartree
  leading correction to add = 0.3217 eV
L for a leading error of 0.1 eV: 128.7 bohr
Two Gaussians: charges 1.5, -0.5 e, distance 2.0 bohr
  q = 1.0 e, p = -1.0 e bohr, Q = 1.0 e bohr^2
  remainder at L = 12 bohr: -5.026e-05 hartree
  remainder at L = 24 bohr: -1.563e-06 hartree
  ratio of remainders: 32.15 (dimensionless)
Polarizable lattice: polarizability = 0.09549 spacing^3
  eps, Clausius-Mossotti: 3.00000
  eps from 1/L slope, cell edges (6, 8, 10, 12) spacings: 2.99274
  eps from 1/L slope, cell edges (12, 16, 20, 24) spacings: 2.99995
\end{verbatim}
